# Clustering statistics of percolation breakdown with gamma-distributed severity, part 1

(Sections cited here and not found follow in the second part.)

## First half: from defective cells to the device failure distribution

A thin insulating film is divided into \(N\) columns that run from one electrode to the other. Each column is a stack of \(n\) cells. Stress makes cells defective as time passes, and the device breaks down when every cell of at least one column is defective. Only straight columns count as conducting paths; sideways connections are left out of this model.

Devices made in the same way need not degrade at the same rate. Let \(\delta\) be the shift of a device's effective barrier for defect generation from a reference value, and let \(\theta=k_BT\) be the thermal energy. The rate of defect generation is multiplied by

\[
r=e^{-\delta/\theta},
\]

so a lower barrier, \(\delta<0\), gives faster degradation. The probability that a given cell is defective at time \(t\) is taken to be

\[
p=\left(\frac{rt}{\tau}\right)^m ,\qquad m>0,
\]

as long as this is below one, and \(p=1\) afterwards. The time \(\tau\) is a reference time, and all times are quoted as ratios to it. The algebra is in atomic units, where \(\delta\) and \(\theta\) are in hartree; since only \(\delta/\theta\) enters, numerical energies can be given in eV.

Three assumptions hold unless a part says otherwise:

1. At fixed \(\delta\), cells become defective independently of one another.
2. The shift \(\delta\) is the same for all columns of a device and differs from device to device. "Local" severity thus means local to a device.
3. The shift does not change during the stress.

Angle brackets denote an average over the population of devices.

### (a) The hazard of one device

**Question.** Find the survival probability of a device with a given \(\delta\). Show that the barrier shift enters through one factor that multiplies a function of time, and choose the reference barrier so that this factor has mean one.

**Solution.** A column has failed when all its \(n\) cells are defective. The cells are independent, so their probabilities multiply:

\[
q=p^n=\left(\frac{rt}{\tau}\right)^{mn}.
\]

The device survives if none of its \(N\) columns has failed. The columns share no cells, so they too are independent at fixed \(\delta\), and

\[
S_N(t\,|\,\delta)=(1-q)^N .
\]

Define

\[
\beta=mn,\qquad G=r^\beta=e^{-\beta\delta/\theta},\qquad H(t)=N\left(\frac{t}{\tau}\right)^\beta .
\]

Then, as long as \(p<1\), the expected number of failed columns at fixed \(\delta\) is

\[
x\equiv Nq=N\,r^\beta\left(\frac t\tau\right)^\beta=G\,H(t),
\]

and the survival probability is \((1-x/N)^N\) for \(x\le N\). For \(x>N\) the cell probability has reached one, and survival is zero. The factor \(G\) is the severity of the device.

The mean of \(G\) can be set to one by a choice of reference. Let the barrier itself be \(E\), and let the cell probability be \((t\,e^{-E/\theta}/t_0)^m\) with some fixed time \(t_0\). Define a reference barrier \(E_{\rm ref}\) by

\[
e^{-\beta E_{\rm ref}/\theta}=\left\langle e^{-\beta E/\theta}\right\rangle ,
\]

which requires the average to be finite. With \(\delta=E-E_{\rm ref}\) and \(\tau=t_0e^{E_{\rm ref}/\theta}\), the cell probability takes the form given above, and

\[
\langle G\rangle=\left\langle e^{-\beta(E-E_{\rm ref})/\theta}\right\rangle
=\frac{\langle e^{-\beta E/\theta}\rangle}{e^{-\beta E_{\rm ref}/\theta}}=1 .
\]

Consequently \(\langle GH\rangle=H\). From here on \(x\) stands for \(GH\) even where this exceeds \(N\); the mean number of failed columns is \(\langle\min(x,N)\rangle\), which is close to \(H\) only when severities above \(N/H\) contribute little to the mean of \(G\).

The separation into \(G\) times \(H(t)\) depends on \(n\) being the same in all devices. If one device had \(n'\) cells per column, its column probability would be \((rt/\tau)^{mn'}\). The ratio of this to the probability for \(n\) cells varies as \(t^{m(n'-n)}\), which is not a constant severity. Variations of thickness that change the number of cells are therefore outside the treatment.

### (b) Replacing many columns by a continuous hazard

**Question.** For large \(N\) one would like to write the survival probability at fixed severity as \(e^{-x}\). Find the sign of the error and a bound on it that holds for every \(x\ge0\).

**Solution.** Put \(y=x/N\) and take first \(0\le y\le1\). Since \(1-y\le e^{-y}\), raising both sides to the power \(N\) gives

\[
(1-x/N)^N\le e^{-x}.
\]

The continuous form thus overestimates survival, or equals it at \(x=0\).

For the size of the error, use \(e^y\ge1+y\) and multiply by \(1-y\ge0\):

\[
(1-y)e^{y}\ge(1-y)(1+y)=1-y^2 .
\]

Raise this to the power \(N\), and use Bernoulli's inequality \((1-y^2)^N\ge1-Ny^2\):

\[
\left(1-\frac xN\right)^N e^{x}\ge1-\frac{x^2}{N}.
\]

Multiplying by \(e^{-x}\) and rearranging,

\[
0\le e^{-x}-\left(1-\frac xN\right)^N\le\frac{x^2e^{-x}}{N}.
\]

For \(x>N\) the column model gives zero survival, so the error is \(e^{-x}\). There \(x^2/N>N\ge1\), so \(e^{-x}\) is again smaller than \(x^2e^{-x}/N\). The bound holds for all \(x\ge0\).

The function \(x^2e^{-x}\) has derivative \((2x-x^2)e^{-x}\) and reaches its maximum, \(4/e^2\), at \(x=2\). The error in survival is therefore at most \(4/(e^2N)\), whatever the severity, and an average over severities obeys the same bound.

In this continuous form \(x=GH\) is the cumulative hazard of a device, defined as minus the logarithm of its survival probability. Its population mean is \(H\). The quantity \(H\) is thus the mean cumulative hazard.

### (c) The density of the severity

**Question.** Let \(G\) have a gamma distribution with shape \(a>0\), that is, a density proportional to \(g^{a-1}e^{-bg}\) for \(g>0\). Fix \(b\) and the prefactor from the conditions on \(G\), and find the moments.

**Solution.** For any \(s>-a\), the substitution \(v=bg\) gives

\[
\int_0^\infty g^{a+s-1}e^{-bg}\,dg=\frac{1}{b^{a+s}}\int_0^\infty v^{a+s-1}e^{-v}\,dv=\frac{\Gamma(a+s)}{b^{a+s}} .
\]

With \(s=0\), normalization requires the prefactor \(b^a/\Gamma(a)\). With \(s=1\), the mean is

\[
\frac{b^a}{\Gamma(a)}\,\frac{\Gamma(a+1)}{b^{a+1}}=\frac ab ,
\]

because \(\Gamma(a+1)=a\Gamma(a)\). The condition \(\langle G\rangle=1\) gives \(b=a\), so

\[
f(g)=\frac{a^a}{\Gamma(a)}\,g^{a-1}e^{-ag},\qquad
\langle G^s\rangle=\frac{\Gamma(a+s)}{\Gamma(a)\,a^s}.
\]

The second moment is \(a(a+1)/a^2=1+1/a\), and the variance is

\[
\langle G^2\rangle-\langle G\rangle^2=\frac1a .
\]

A small \(a\) means a wide spread of severities; as \(a\to\infty\) all devices become alike. Percolation does not produce this density. It is a separate assumption about the population, and part (k) compares it with a lognormal density of the same mean and variance.

### (d) The average over the population

**Question.** Find the fraction of devices that have failed when the mean cumulative hazard is \(H\). How large is the error from the finite number of columns, in particular at small failure fractions?

**Solution.** A device of severity \(g\) survives with probability \(e^{-gH}\). The population survival is the average of this probability:

\[
S=\int_0^\infty f(g)\,e^{-gH}\,dg
=\frac{a^a}{\Gamma(a)}\int_0^\infty g^{a-1}e^{-(a+H)g}\,dg .
\]

The integral is the one evaluated in part (c), with \(b=a+H\) and \(s=0\). It equals \(\Gamma(a)/(a+H)^a\). Therefore

\[
S=\left(\frac{a}{a+H}\right)^a=\left(1+\frac Ha\right)^{-a},
\]

and the failed fraction is

\[
\boxed{F=1-\left(1+\frac Ha\right)^{-a}},\qquad H=N\left(\frac t\tau\right)^\beta .
\]

This is the clustering distribution. What is averaged is the survival probability, not its logarithm. The average of the cumulative hazard is \(H\), whereas

\[
-\ln S=a\ln\left(1+\frac Ha\right)
\]

is smaller than \(H\) for every \(H>0\), since \(\ln(1+y)<y\) for \(y>0\).

Direct quadrature of the average, for shapes from 0.5 to 30 and \(H\) from 0.01 to 10, agrees with the formula for \(S\) to about \(10^{-11}\) in absolute value.

The finite-column error follows from part (b). The true failed fraction of the column model is larger than \(F\), by at most \(4/(e^2N)\). This absolute bound says little when \(F\) itself is tiny. A sharper one there comes from \(e^{-x}\le1\):

\[
\frac{\langle x^2e^{-x}\rangle}{N}\le\frac{\langle x^2\rangle}{N}
=\frac{H^2\langle G^2\rangle}{N}=\frac{H^2}{N}\left(1+\frac1a\right).
\]

At small \(H\), where \(F\) is close to \(H\), the error relative to \(F\) is thus at most about \(H(1+1/a)/N\), which vanishes with \(H\). Both bounds were tested by quadrature for 5, 20 and 200 columns.

### (e) Severity that varies within a device

**Question.** Drop assumption 2. Divide each device into \(M\) equal patches whose severities are drawn independently from the density of part (c). Find the population survival, and compare it with the shared-severity result at the same \(H\).

**Solution.** A patch holds \(N/M\) columns, so patch \(j\) has cumulative hazard \(G_jH/M\). At fixed severities the device survives with probability

\[
\prod_{j=1}^{M}e^{-G_jH/M}.
\]

The \(G_j\) are independent, so the average of the product is the product of the averages. Each factor is the result of part (d) with \(H/M\) in place of \(H\):

\[
S_M=\left[\left(1+\frac{H}{Ma}\right)^{-a}\right]^M
=\left(1+\frac{H}{Ma}\right)^{-Ma}.
\]

The form is unchanged, but the shape parameter is now \(Ma\). To see what this does, differentiate the logarithm at fixed \(H\), with \(y=H/a\):

\[
\frac{\partial}{\partial a}\left[a\ln\left(1+\frac Ha\right)\right]
=\ln(1+y)-\frac{y}{1+y}.
\]

The right-hand side is zero at \(y=0\), and its derivative with respect to \(y\) is

\[
\frac1{1+y}-\frac1{(1+y)^2}=\frac{y}{(1+y)^2}>0 ,
\]

so it is positive for \(y>0\). A larger shape parameter thus means a larger \(-\ln S\) and lower survival. As \(M\to\infty\) the survival falls to \(e^{-H}\): a device made of many independent patches averages over severities internally, and the devices become alike.

A cell-by-cell simulation shows the difference. It used 20000 devices of 400 columns, with \(a=1.5\), \(m=0.5\), \(n=4\) and \(H=2\). With shared severity the surviving fraction was 0.2807, where the formula gives 0.2806. With four patches it was 0.1762, where the formula gives 0.1780. The standard error of the latter is

\[
\sqrt{\frac{0.178\times0.822}{20000}}\approx0.0027 ,
\]

so the difference of 0.0018 is smaller than the sampling noise. Part of it is systematic: with only 100 columns per patch, the column model has survival \(\langle(1-GH/N)^{N/M}\rangle^M\approx0.1771\), the factor being zero for \(GH>N\), and this lies 0.0008 below the continuous formula. A spread of severities by itself therefore does not fix the failure distribution; the distance over which severity is correlated matters as well.

### (f) Which devices survive

**Question.** Find the mean severity of the devices still alive at mean hazard \(H\), and relate it to the hazard of the population. For \(\beta>1\), can the population hazard rate fall with time although that of each device rises?

**Solution.** The density of severity among survivors is proportional to the original density times the probability of survival:

\[
f(g\,|\,{\rm alive})\propto g^{a-1}e^{-ag}e^{-gH}=g^{a-1}e^{-(a+H)g}.
\]

This is a gamma density with shape \(a\) and \(b=a+H\). By part (c) its mean is \(a/b\), so

\[
\langle G\rangle_{\rm alive}=\frac{a}{a+H}=\frac{1}{1+H/a}.
\]

The population hazard per unit \(H\) is

\[
-\frac{d\ln S}{dH}=\frac{\int g\,e^{-gH}f(g)\,dg}{\int e^{-gH}f(g)\,dg},
\]

which is the mean severity of the survivors by definition. Differentiating \(-\ln S=a\ln(1+H/a)\) gives \(1/(1+H/a)\) again.

For \(a=1.5\) this mean is 0.60 at \(H=1\), 0.43 at \(H=2\) and 0.13 at \(H=10\). Severe devices fail early, and those left are increasingly the mild ones.

For the hazard rate in time, use \(dH/dt=\beta H/t\):

\[
-\frac{d\ln S}{dt}=\frac{\beta H}{t}\,\frac{1}{1+H/a}.
\]

A single device has the rate \(G\beta H/t\propto t^{\beta-1}\), which rises for \(\beta>1\). The population rate is proportional to \(t^{\beta-1}/(1+y)\) with \(y=H/a\). Its logarithmic derivative with respect to \(\ln t\) is \(\beta-1-\beta y/(1+y)\), which vanishes at \(y=\beta-1\). The rate thus rises until \(H=a(\beta-1)\) and falls afterwards; for \(H\gg a\) it tends to \(a\beta/t\). The answer is yes: the fall comes from selection, and no device recovers.

## Second half: limits, failure times and projections

The symbols carried over are these. A device has \(N\) columns of \(n\) cells; \(\beta=mn\), where \(m\) is the time exponent of the cell defect probability. Its severity \(G=e^{-\beta\delta/\theta}\) is shared by all its columns, where \(\delta\) is the barrier shift and \(\theta=k_BT\). It multiplies the mean cumulative hazard \(H=N(t/\tau)^\beta\). For a gamma density of \(G\) with mean one and variance \(1/a\), the surviving and failed fractions are

\[
S=\left(1+\frac Ha\right)^{-a},\qquad F=1-S .
\]

The moments are \(\langle G^s\rangle=\Gamma(a+s)/[\Gamma(a)a^s]\). If the severity is instead independent in \(M\) equal patches of a device, \(a\) is replaced by \(Ma\).

The numerical example uses round model parameters and stands for no particular material: cell side 10 angstrom, film thickness 40 angstrom, device area \(10^8\) angstrom\(^2\), \(m=0.5\), \(a=1.5\) and \(\theta=0.035\) eV. The number of cells per column, the exponent and the number of columns are

\[
n=\frac{40}{10}=4,\qquad \beta=0.5\times4=2,\qquad N=\frac{10^8}{10^2}=10^6 .
\]

The finite-column error in the surviving fraction is then at most \(5.4\times10^{-7}\).

### (g) Small hazard and narrow spread

**Question.** Expand \(F\) to second order in \(H\) with a bound on the remainder. Then find the leading correction to \(e^{-H}\) when \(a\) is large. When may the spread of severities be ignored?

This part has derived the clustering distribution \(F=1-(1+H/a)^{-a}\) for gamma-distributed severity shared within each device, bounded the finite-column error, and shown how independent patches and the selection of survivors affect the result. What remains is to answer the question just posed in part (g), and then to treat the Weibull plot, failure times and device area, the number of failed columns, the spread of barriers and projections to low failure fractions.
